# Elemental chemical-potential limits when two metals form an ideal liquid alloy

**Q.** I calculate defect formation energies in a compound of two metals A and B with a non-metal X. I keep $\mu_A\le 0$ and $\mu_B\le 0$ so that neither metal precipitates, and I call the point $(0,0)$ the metal-rich corner. What could be wrong with that?

**A.** It tests the compound against two phases, pure A and pure B. If the metals are liquid and mix, there is a further phase for every composition of the melt, and each must be tested too.

First the zero of energy. I measure $\mu_A$ and $\mu_B$ from the free energy per atom of the pure liquids at the same temperature $T$ and pressure. Let a melt contain a fraction $x$ of A and $1-x$ of B, and let $g(x)$ be its free energy of mixing per atom, so that $g(0)=g(1)=0$. Taking the atoms from reservoirs at $\mu_A$ and $\mu_B$ and making the melt costs, per atom,

$$\omega(x)=g(x)-x\mu_A-(1-x)\mu_B .$$

If $\omega(x)<0$ for some $x$, that melt forms. It is excluded when $\omega(x)\ge 0$ for all $x$. Your two conditions are the end points: $\omega(1)=-\mu_A\ge 0$ and $\omega(0)=-\mu_B\ge 0$.

**Q.** Then everything depends on $g(x)$. What does "ideal" let you write for it?

**A.** It means that exchanging an A atom with a B atom costs no energy, that volumes add, that the two kinds of atom are of similar size, and that they are arranged at random. Mixing then changes the free energy through the number of ways to assign $N_A=xN$ and $N_B=(1-x)N$ atoms to $N$ positions:

$$Ng=-kT\ln\frac{N!}{N_A!\,N_B!}.$$

With Stirling's formula $\ln N!\simeq N\ln N-N$, the linear terms cancel because $N=N_A+N_B$. What remains is

$$Ng=-kT\,[N\ln N-N_A\ln N_A-N_B\ln N_B].$$

Writing $N\ln N=N_A\ln N+N_B\ln N$ and dividing by $N$ gives

$$g(x)=kT\,[x\ln x+(1-x)\ln(1-x)],$$

which is negative for $0<x<1$. At your corner $\mu_A=\mu_B=0$ we have $\omega=g<0$, so the melt precipitates there. The corner is not an allowed point.

**Q.** Granted, the corner goes. But there are infinitely many compositions to test. Where is the boundary?

**A.** The most dangerous composition is enough. Differentiating, the two constants $+1$ and $-1$ from the logarithmic terms cancel:

$$\omega'(x)=kT\ln\frac{x}{1-x}-(\mu_A-\mu_B),\qquad \omega''(x)=\frac{kT}{x(1-x)}>0 .$$

The slope runs from $-\infty$ at $x=0$ to $+\infty$ at $x=1$, so there is one minimum, and it lies inside the interval. Define the Boltzmann activities $a_i=e^{\mu_i/kT}$ and their sum $S=a_A+a_B$. Setting $\omega'=0$ gives $x/(1-x)=a_A/a_B$, hence

$$x=\frac{a_A}{S},\qquad 1-x=\frac{a_B}{S}.$$

Therefore $kT\ln x=\mu_A-kT\ln S$ and $kT\ln(1-x)=\mu_B-kT\ln S$. Inserting both in $\omega$,

$$\omega_{\min}=x(\mu_A-kT\ln S)+(1-x)(\mu_B-kT\ln S)-x\mu_A-(1-x)\mu_B=-kT\ln S .$$

The sign of $\omega_{\min}$ decides. No melt forms if $S<1$, a melt coexists if $S=1$, and a melt precipitates if $S>1$. The boundary is

$$e^{\mu_A/kT}+e^{\mu_B/kT}=1 .$$

**Q.** That is suspiciously tidy. Can it be seen without minimizing, and does it survive without Stirling's formula?

**A.** Give each arrangement of an $N$-atom melt its weight relative to leaving the atoms in the reservoirs, and sum over all compositions:

$$\sum_{N_A=0}^{N}\frac{N!}{N_A!\,(N-N_A)!}\,a_A^{N_A}a_B^{N-N_A}=(a_A+a_B)^N .$$

The weight of a large melt grows with $N$ if the sum of activities exceeds one and decays if it is below one. Surface energy is left out, since it does not affect the limit for a bulk phase.

As a test without Stirling's formula, the factorials were evaluated for $N=100000$ and the boundary was located at five values of $\mu_A/kT$ between $-3$ and $-0.1$. The sum of activities differed from one by at most $6.0\times10^{-5}$. The next term of Stirling's formula explains this size: it raises $\omega/kT$ by $\ln[2\pi Nx(1-x)]/2N$, which is $6.0\times10^{-5}$ at $x=1/2$.

**Q.** What is the melt's composition at a given point of the curve?

**A.** With $S=1$ the minimum lies at $x_A=a_A$ and $x_B=a_B$, so

$$\mu_A=kT\ln x_A,\qquad \mu_B=kT\ln x_B .$$

Each point of the curve belongs to one melt. Differentiating $a_A+a_B=1$ gives $a_A\,d\mu_A+a_B\,d\mu_B=0$, or

$$\frac{d\mu_B}{d\mu_A}=-\frac{x_A}{x_B},$$

which is the Gibbs–Duhem relation. The allowed region is convex, because each composition contributes one straight limit $x\mu_A+(1-x)\mu_B\le g(x)$ and an intersection of half-planes is convex. The curve is the envelope of these lines.

**Q.** A curve of negligible size would not trouble me. How much of the corner is lost?

**A.** On the diagonal $\mu_A=\mu_B$ both activities are $1/2$, so both potentials retreat by $kT\ln 2$. At 1000 K, $kT=0.08617$ eV and the retreat is $0.0597$ eV, or 5.76 kJ/mol.

The lost area is also finite. With $u=\mu_A/kT$ the curve is $\mu_B=kT\ln(1-e^u)$, and

$$\text{area}=(kT)^2\int_{-\infty}^{0}[-\ln(1-e^{u})]\,du=(kT)^2\sum_{n=1}^{\infty}\frac1n\int_{-\infty}^{0}e^{nu}\,du=(kT)^2\sum_{n=1}^{\infty}\frac1{n^2}=\frac{\pi^2}{6}(kT)^2 .$$

The series may be integrated term by term because all its terms are positive. At 1000 K the area is 0.0122 eV². Far from the corner, where $a_A\ll1$, the curve is $\mu_B\simeq-kT\,a_A$ and merges exponentially with the old edge. As $T\to0$ the ideal formula returns the square corner. This limit is formal, since real metals freeze first.

**Q.** I care about defects. What does the curve do to the X-poor limit of a compound?

**A.** Let A$_p$B$_q$X$_r$ have formation free energy $H$ per formula unit, from the pure liquid metals and the chosen reference of X, all at $T$. Its presence requires

$$p\mu_A+q\mu_B+r\mu_X=H .$$

The lowest $\mu_X$ needs the largest $p\mu_A+q\mu_B$. Both coefficients are positive, so this maximum lies on the boundary, where the quantity equals $kT[p\ln x+q\ln(1-x)]$. Its derivative vanishes when $p/x=q/(1-x)$, that is, at $x_A=p/(p+q)$ and $x_B=q/(p+q)$. The second derivative is negative, so this is the maximum. If no other phase intervenes, the melt with the compound's own metal ratio gives the X-poor limit:

$$\mu_X^{\min}=\frac{H-kT(p\ln x_A+q\ln x_B)}{r}.$$

For ABX$_2$ the two logarithms are both $-\ln2$, and $\mu_X^{\min}=H/2+kT\ln2$. The square corner would give $H/2$.

Take a model compound with $H=-1.65$ eV at 1000 K. The square corner gives $-1.65/2=-0.825$ eV, and the melt gives $-0.825+0.0597=-0.765$ eV.

Making an X vacancy sends one X atom to the reservoir, so its formation energy contains $+\mu_X$ and its dilute concentration is proportional to $e^{-\mu_X/kT}$. The largest concentration is therefore multiplied by $e^{-\ln2}=1/2$ relative to the square corner. For a charged vacancy this factor holds at fixed Fermi level. If charge neutrality moves the Fermi level, the factor changes.

**Q.** You have ignored the binaries AX and BX. They may cover the part of the curve you are using.

**A.** They may, so they must be included. I first treat all three compounds as having fixed compositions. AX is absent if $\mu_A+\mu_X\le H_{AX}$. Substituting $\mu_X=(H-\mu_A-\mu_B)/2$ turns this into $(\mu_A-\mu_B)/2\le H_{AX}-H/2$. Exchanging A and B gives the condition for BX. Together,

$$H-2H_{BX}\le\mu_A-\mu_B\le 2H_{AX}-H .$$

On the curve, $\mu_A-\mu_B=kT\ln[x/(1-x)]$, so this strip selects a range of melt compositions.

Let $H_{AX}=-0.80$ eV and $H_{BX}=-0.75$ eV. The limits are $-1.65+1.50=-0.15$ eV and $-1.60+1.65=0.05$ eV. Solving for $x$,

$$x=\frac{1}{1+e^{-(\mu_A-\mu_B)/kT}},$$

gives $x=0.149$ at the BX end and $x=0.641$ at the AX end. Between them ABX$_2$ can coexist with the melt:

| $x_A$ | $\mu_A$ (eV) | $\mu_B$ (eV) | $\mu_X$ (eV) |
|---|---|---|---|
| 0.149 | −0.164 | −0.014 | −0.736 |
| 0.250 | −0.119 | −0.025 | −0.753 |
| 0.500 | −0.060 | −0.060 | −0.765 |
| 0.641 | −0.038 | −0.088 | −0.762 |

The equimolar melt lies inside the range, so the X-poor limit stands. Had it lain outside, the nearer end of the range would have set the limit, because $-\ln x-\ln(1-x)$ rises on both sides of $x=1/2$.

**Q.** My elemental references are solids. May I keep them and just round the corner?

**A.** Not without converting the zero. Let $\Delta_i$ be the free energy of pure liquid $i$ minus that of its solid. If the heat of fusion $L_i$ and the entropy of fusion $L_i/T_i$ do not vary with temperature, where $T_i$ is the melting point, then

$$\Delta_i=L_i-T\frac{L_i}{T_i}=L_i\left(1-\frac{T}{T_i}\right).$$

Take rough values $L_A=0.06$ eV, $T_A=300$ K, $L_B=0.03$ eV and $T_B=430$ K. At 1000 K, $\Delta_A=-0.140$ eV and $\Delta_B=-0.040$ eV. The negative signs say that the liquids have the lower free energy. The values for the solids are extrapolated beyond their melting points.

Limits placed at the solids would let $\mu_A$ and $\mu_B$ rise to $+0.140$ and $+0.040$ eV on the liquid scale. Without the binaries, the corner would then give $\mu_X=(-1.65-0.140-0.040)/2=-0.915$ eV, which is 0.09 eV below the value for the pure liquids. But $\mu_A-\mu_B=0.10$ eV there, above the upper limit of 0.05 eV found above, so AX cuts this corner off. The lowest $\mu_X$ then lies at $\mu_B=0.040$ eV and $\mu_A=0.090$ eV, where $\mu_X=(-1.65-0.090-0.040)/2=-0.890$ eV. That is still 0.065 eV too low compared with the square corner at the pure liquids. If you round the corner but keep the solids as the zero, the lowest $\mu_X$ is about $-0.85$ eV instead of $-0.765$ eV. In this example that error of about 0.09 eV is larger than the effect of the rounding itself. Static energies at 0 K also omit the thermal free energies of the phases, and that error is not included here.

**Q.** And below a melting point, when the solid is the stable one?

**A.** Then $\Delta_i>0$ and the solid imposes the straight limit $\mu_i\le-\Delta_i$, or $a_i\le e^{-\Delta_i/kT}$. On the arc $a_i=x_i$, so the solid removes all melts richer in $i$ than this bound, which is the liquidus composition.

If the solids do not dissolve each other, some arc remains as long as the two bounds leave room for $x_A+x_B=1$. It shrinks to a point at the eutectic temperature, where

$$e^{-\Delta_A/kT}+e^{-\Delta_B/kT}=1 .$$

For the rough data above this happens at 231 K. Below that temperature the square corner is back, now at the solids. Your original construction is therefore right for metals whose solids do not mix, provided that no melt or intermetallic phase is stable.

**Q.** Real metals interact. How quickly does the sum rule fail?

**A.** Add a regular-solution energy $\Omega x(1-x)$ to $g$. The new $g$ is symmetric about $x=1/2$, so its tangent there is horizontal, and a horizontal tangent means $\mu_A=\mu_B=g(1/2)$:

$$\mu_A=\mu_B=-kT\ln2+\frac{\Omega}{4}.$$

For a rough $\Omega=0.05$ eV the shift is $+0.0125$ eV, which is 21 percent of $kT\ln2$. The retreat falls from 0.060 to 0.047 eV, and the lowest $\mu_X$ becomes $-0.825+0.047=-0.778$ eV. The activities at this point sum to 1.16 instead of 1. The vacancy factor is half this sum, 0.58 instead of 0.50. A negative $\Omega$ would enlarge the retreat.

The curvature is now $g''=kT/[x(1-x)]-2\Omega$, smallest at $x=1/2$, where it equals $4kT-2\Omega$. The melt is therefore stable against demixing at all compositions if $\Omega<2kT$, here above 290 K. Below that temperature two melts can coexist, if no solid forms first. The slope $-x_A/x_B$ then jumps between the values for their two compositions, and the smooth arc acquires a kink. With the melting data above, solid B does form first: at 290 K it limits $\mu_B$ to $-0.010$ eV, whereas the kink would lie at $\mu_A=\mu_B=-0.005$ eV.

**Q.** X can dissolve in the melt too. Does that not spoil the sum?

**A.** It changes the right-hand side. Suppose that all three species mix at random and that each dissolved X atom costs a constant energy $\epsilon$. The free energy, relative to the pure liquids and the reference of X, is

$$G=kT\sum_i N_i\ln\frac{N_i}{N}+N_X\epsilon,\qquad N=N_A+N_B+N_X .$$

Differentiating with respect to $N_A$ gives $kT[\ln x_A+1-\sum_iN_i/N]$, and the last two terms cancel. Hence $\mu_A=kT\ln x_A$ as before, and likewise for B. The fractions of the metals no longer fill the melt, so

$$a_A+a_B=1-x_X .$$

Dissolved X makes the melt more stable and moves the curve further from the corner. With an assumed $x_X=0.10$ at equal metal fractions, each metal potential shifts by $kT\ln0.90=-0.009$ eV. This has the opposite sign to the shift from a positive $\Omega$ and is of similar size. The fraction $x_X$ is not a constant: the same differentiation gives $\mu_X=\epsilon+kT\ln x_X$, so $x_X$ follows $\mu_X$. With the model compound present and $\epsilon$ fixed, it rises from 0.10 at equal metal fractions to about 0.15 at the BX end of the arc.

**Q.** Which real melt do these numbers resemble, and what would break first?

**A.** The melt parameters lie roughly in the regime of gallium–indium melts used in semiconductor growth. Both metals are liquid at 1000 K, and they mix with a modest positive interaction. With $\Omega=0.05$ eV the model loses its last melt to the solids at 285 K instead of 231 K. The real eutectic is at roughly 290 K, but with such rough inputs the closeness is no proof of the model.

The compound energies are round model values and describe no particular material. In gallium–indium arsenide, a real growth product, one assumption that fails is that AX and BX do not dissolve in each other, since they form a solid solution. The model numbers show what this can do. An ideal random 1:1 solution of AX and BX has two metal atoms per ABX$_2$ unit and gains $2kT\ln2$, which puts it at $-0.80-0.75-0.119=-1.669$ eV. That is 0.019 eV below the ordered compound, which would then not be the stable solid. The margin is small and rests on ideal mixing in the solid. A regular-solution energy $\Omega_s$ per metal atom adds $2\cdot\Omega_s/4$ per ABX$_2$ unit and reverses the order above $\Omega_s\approx0.04$ eV. The real arsenide solution has a positive interaction, roughly 0.13 eV. With that value the model compound would remain stable, over the narrower strip $-0.134\le\mu_A-\mu_B\le0.034$ eV. The numbers that follow are for the ideal solid solution only.

Both components of this solution carry the same term $kT\ln(1/2)$, so it meets the melt at $\mu_A-\mu_B=H_{AX}-H_{BX}=-0.05$ eV. This is the mirror image of the last row of the table, with $\mu_A+\mu_B=-0.127$ eV. Hence $\mu_X=(-1.669+0.127)/2=-0.771$ eV, lower by 0.006 eV than the ordered compound's limit. For this 1:1 solution the X potential moves little. Other compositions of the ideal solid solution in contact with the melt give values from $-0.75$ eV near pure BX to $-0.80$ eV near pure AX. In this ideal case the composition range from 0.149 to 0.641 loses its meaning and must be replaced by the equilibrium between melt and solid solution.

The limit $a_A+a_B\le1$ set by the ideal X-free melt is unchanged, because its derivation does not involve the compound. The numerical output below lists the values for the fixed-composition compounds.

## Table of computed values

```
Temperature: 1000 K
Thermal energy kT: 0.08617 eV
Formation free energy of ABX2: -1.65 eV per formula unit
Formation free energy of AX: -0.80 eV per formula unit
Formation free energy of BX: -0.75 eV per formula unit
Atoms in the counted melt: 100000
Largest |a_A + a_B - 1| on counted boundary: 6.0e-05
Retreat of each metal potential, kT ln 2: 0.0597 eV
  the same retreat: 5.76 kJ/mol
Area cut from the corner: 0.01222 eV^2
Lower limit of mu_A - mu_B for ABX2: -0.150 eV
Upper limit of mu_A - mu_B for ABX2: 0.050 eV
Melt fraction x_A at the BX end of the arc: 0.149
Melt fraction x_A at the AX end of the arc: 0.641
Points on the arc: x_A, mu_A (eV), mu_B (eV), mu_X (eV)
  0.149  -0.1639  -0.0139  -0.7361
  0.250  -0.1195  -0.0248  -0.7529
  0.500  -0.0597  -0.0597  -0.7653
  0.641  -0.0383  -0.0883  -0.7617
Lowest mu_X, square corner: -0.8250 eV
Lowest mu_X, ideal melt: -0.7653 eV
Rise of the lowest mu_X: 0.0597 eV
X-vacancy concentration, melt / square: 0.500
Rough interaction energy Omega: 0.050 eV
Omega / kT: 0.580
Equimolar shift of mu_A and mu_B by Omega: +0.0125 eV
  relative to kT ln 2: 21 percent
Lowest mu_X with Omega: -0.7778 eV
Equimolar activity sum with Omega: 1.156
Demixing temperature of the melt: 290 K
Assumed dissolved fraction of X: 0.10
Equimolar shift by dissolved X: -0.0091 eV
Metal A, rough melting point: 300 K
Metal A, rough heat of fusion: 0.06 eV per atom
Metal A, liquid minus solid at 1000 K: -0.140 eV
Metal B, rough melting point: 430 K
Metal B, rough heat of fusion: 0.03 eV per atom
Metal B, liquid minus solid at 1000 K: -0.040 eV
Arc lost to solids below, ideal melt: 231 K
Arc lost to solids below, with Omega: 285 K
```
